# Why a Single Metallic Carbon Nanotube Makes a Poor Short Via: a program that tests the result

```python
"""
Result under test: a metallic single-wall carbon nanotube has two channels per
spin at its Fermi level, so its low-bias resistance is at least h/(4 e^2), and
    R_tube = h/(4 e^2) * (1 + L/lambda).
A free-electron metal of cross-section A has M = kF^2 A/(4 pi) channels and
    R_metal = h/(2 e^2 M) * (1 + 3 L/(4 lambda_m))   (interpolation).
Symbols: L via length; lambda backscattering length of the tube; lambda_m
mean free path of the metal; kF Fermi wavenumber; t hopping energy; E1 first
subband edge of the tube. Tube energies are in units of t, bond length is 1,
and the Bloch phase per axial period serves as wavenumber.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

e, h, hbar, kB = sc.e, sc.h, sc.hbar, sc.k
rng = np.random.default_rng(12345)


def tube_blocks(n, kind):
    """On-cell block and coupling to the next cell, from atom distances."""
    s3 = np.sqrt(3.0)
    base = np.array([[0, 0], [s3 / 2, 0.5], [s3 / 2, 1.5], [0, 2.0]])
    periods = np.array([s3, 3.0])
    axis = 0 if kind == "armchair" else 1
    around = 1 - axis
    shift = np.zeros(2)
    shift[around] = periods[around]
    atoms = np.concatenate([base + j * shift for j in range(n)])
    circumference = n * periods[around]
    da = atoms[None, :, around] - atoms[:, None, around]
    da -= circumference * np.round(da / circumference)
    dz = atoms[None, :, axis] - atoms[:, None, axis]
    same = -(np.abs(np.hypot(da, dz) - 1) < 1e-6).astype(float)
    following = -(np.abs(np.hypot(da, dz + periods[axis]) - 1)
                  < 1e-6).astype(float)
    return same, following


def bloch(same, following, phases):
    p = np.exp(1j * phases)[:, None, None]
    return same + following * p + following.T * p.conj()


def phase_grid(count):
    return -np.pi + 2 * np.pi * (np.arange(count) + 0.37) / count


def right_movers(bands, energy):
    """Half the number of crossings of the given energy around the zone."""
    above = bands > energy
    return int(np.sum(above != np.roll(above, -1, axis=0))) // 2


# Channel counts of several tubes close to the Fermi level
counts = {}
for n, kind in [(5, "armchair"), (10, "armchair"), (15, "armchair"),
                (9, "zigzag"), (10, "zigzag")]:
    H0, V = tube_blocks(n, kind)
    assert np.all((H0 + V + V.T).sum(axis=1) == -3)
    bands = np.linalg.eigvalsh(bloch(H0, V, phase_grid(600)))
    counts[(n, kind)] = right_movers(bands, 0.05)
for key, value in counts.items():
    assert value == (0 if key == (10, "zigzag") else 2)

# Conductance of the (10,10) tube from a sum over moving Bloch states
n_tube = 10
H0, V = tube_blocks(n_tube, "armchair")
phases = phase_grid(3000)
bands, states = np.linalg.eigh(bloch(H0, V, phases))
p = np.exp(1j * phases)[:, None, None]
slope_matrix = 1j * V * p - 1j * V.T * p.conj()
slopes = np.sum(states.conj() * (slope_matrix @ states), axis=1).real
step = 2 * np.pi / len(phases)


def bloch_conductance(thermal):
    """Conductance in siemens; thermal is kB*T in units of t."""
    window = 1 / (4 * thermal * np.cosh(bands / (2 * thermal))**2)
    total = np.sum(np.where(slopes > 0, slopes, 0) * window) * step
    return 2 * e**2 / (2 * np.pi * hbar) * total


hopping_eV, bond_nm, temperature = 3.0, 0.14, 300.0
thermal = kB * temperature / (hopping_eV * e)
G_sum = bloch_conductance(thermal)
R_floor = h / (4 * e**2)
assert abs(G_sum * R_floor - 1) < 1e-4

# First subband edge, channels above it, and thermal opening of the window
E1 = np.sin(np.pi / n_tube)
positive = np.sort(bands.min(axis=0, initial=9, where=bands > 0))
edge_numeric = bands[:, 2 * n_tube + 1].min()
assert abs(edge_numeric - E1) < 1e-4
channels_above = right_movers(bands, 1.05 * E1)
assert channels_above == 6
hot = 0.06
hot_sum = bloch_conductance(hot) * h / (2 * e**2)
hot_formula = 2 + 8 / (np.exp(E1 / hot) + 1)
assert abs(hot_sum - hot_formula) < 0.002
assert hot_sum - 2 > 0.03
thermal_extra = 8 / (np.exp(E1 / thermal) + 1)


# Green-function transmission through clean and disordered tubes
def surface_green(z, onsite, out, back):
    surface, bulk = onsite.astype(complex), onsite.astype(complex)
    a, b = out.astype(complex), back.astype(complex)
    unit = np.eye(len(onsite))
    for _ in range(60):
        g = np.linalg.inv(z * unit - bulk)
        agb, bga = a @ g @ b, b @ g @ a
        surface = surface + agb
        bulk = bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
        if np.abs(a).max() + np.abs(b).max() < 1e-13:
            break
    else:
        raise RuntimeError("lead did not converge")
    return np.linalg.inv(z * unit - surface)


def transmission(energy, disorder, cells):
    z, size = energy + 1e-6j, len(H0)
    sigma_right = V @ surface_green(z, H0, V, V.T) @ V.T
    sigma_left = V.T @ surface_green(z, H0, V.T, V) @ V
    H = (np.kron(np.eye(cells), H0) + np.kron(np.eye(cells, k=1), V)
         + np.kron(np.eye(cells, k=-1), V.T)).astype(complex)
    H += np.diag(disorder * rng.uniform(-1, 1, cells * size))
    H[:size, :size] += sigma_left
    H[-size:, -size:] += sigma_right
    G = np.linalg.inv(z * np.eye(len(H)) - H)[:size, -size:]
    gamma_left = 1j * (sigma_left - sigma_left.conj().T)
    gamma_right = 1j * (sigma_right - sigma_right.conj().T)
    return np.trace(gamma_left @ G @ gamma_right @ G.conj().T).real


T_clean = transmission(0.05, 0.0, 8)
T_above = transmission(1.05 * E1, 0.0, 8)
T_disorder = [transmission(0.05, 1.0, 8) for _ in range(4)]
assert abs(T_clean - 2) < 1e-3
assert abs(T_above - 6) < 5e-3
assert max(T_disorder) < 2 and min(T_disorder) > 0


# Length laws from random walks of particles between two reservoirs
def walk_transmission(length, isotropic, walkers=200000):
    """Length in mean free paths; 1D walkers reverse at each collision."""
    x = np.zeros(walkers)
    mu = np.sqrt(rng.random(walkers)) if isotropic else np.ones(walkers)
    passed = 0
    while len(x):
        x = x + mu * rng.exponential(size=len(x))
        passed += int(np.sum(x > length))
        inside = (x >= 0) & (x <= length)
        x, mu = x[inside], mu[inside]
        mu = rng.uniform(-1, 1, len(x)) if isotropic else -mu
    return passed / walkers


for length in (0.05, 1.0, 3.0):
    # statistical error is about 0.001
    assert abs(walk_transmission(length, False) - 1 / (1 + length)) < 0.006
walk_metal = walk_transmission(5.0, True)
law_metal = 1 / (1 + 0.75 * 5.0)
# the metal law is an interpolation, good to a few per cent
assert abs(walk_metal / law_metal - 1) < 0.04

# Metal via: channel number from explicit hard-wall modes
density = 1e29
side, L = 20e-9, 50e-9
lam_tube, lam_metal = 1000e-9, 10e-9
kF = (3 * np.pi**2 * density)**(1 / 3)
area = side**2
M_metal = kF**2 * area / (4 * np.pi)
modes = np.arange(1, int(kF * side / np.pi) + 2)
M_count = int(np.sum(modes[:, None]**2 + modes[None, :]**2
                     <= (kF * side / np.pi)**2))
assert abs(M_count / M_metal - 1) < 0.02
# Long-wire limit must agree with the Drude conductivity
drude = density * e**2 * lam_metal / (hbar * kF)
long_L = 1.0


def R_tube(length, mfp=lam_tube):
    return R_floor * (1 + length / mfp)


def R_metal(length, cross_section):
    M = kF**2 * cross_section / (4 * np.pi)
    return h / (2 * e**2 * M) * (1 + 3 * length / (4 * lam_metal))


assert abs(R_metal(long_L, area) * drude * area / long_L - 1) < 1e-6

# Dense bundle: one tube per hexagonal cell, every tube metallic
pitch = 1.7e-9
cell = np.sqrt(3) / 2 * pitch**2
M_cell = kF**2 * cell / (4 * np.pi)
tubes = area / cell
ell = 4 * lam_metal / 3
assert M_cell > 2 and 2 * lam_tube > M_cell * ell
L_cross = (0.5 - 1 / M_cell) / (1 / (M_cell * ell) - 1 / (2 * lam_tube))
L_root = brentq(lambda x: R_tube(x) - R_metal(x, cell), 1e-9, 1e-4,
                xtol=1e-15)
assert abs(L_root / L_cross - 1) < 1e-6
assert R_tube(L_cross / 2) > R_metal(L_cross / 2, cell)
assert R_tube(2 * L_cross) < R_metal(2 * L_cross, cell)
# A lone tube in the whole hole loses at every length
assert 2 * lam_tube < M_metal * ell
lengths = np.geomspace(1e-9, 1e-1, 200)
assert np.all(R_tube(lengths) > R_metal(lengths, area))
L_ballistic = brentq(lambda x: R_metal(x, area) - R_floor, 1e-9, 1e-2,
                     xtol=1e-15)

print("CHANNELS PER SPIN NEAR THE FERMI LEVEL (energy 0.05 t)")
for (n, kind), value in counts.items():
    label = f"({n},{n})" if kind == "armchair" else f"({n},0)"
    print(f"  tube {label}: {value}")
print("TUBE (10,10)")
print(f"  hopping t: {hopping_eV:.1f} eV")
print(f"  bond length: {bond_nm:.2f} nm")
print(f"  diameter: {3 * n_tube * bond_nm / np.pi:.2f} nm")
print(f"  temperature: {temperature:.0f} K")
print(f"  thermal energy kB T: {thermal * hopping_eV:.4f} eV")
print(f"  first subband edge E1: {E1 * hopping_eV:.3f} eV")
print(f"  thermal extra channels 8 f(E1): {thermal_extra:.1e}")
print(f"  channels per spin at 1.05 E1: {channels_above}")
print(f"  floor h/(4e^2): {R_floor:.1f} ohm = {R_floor/1e3:.2f} kiloohm")
print(f"  resistance from Bloch-state sum: {1 / G_sum:.1f} ohm")
print(f"  floor with six channels: {h / (12 * e**2):.1f} ohm")
print(f"  Green-function transmission, clean: {T_clean:.4f}")
print(f"  same at 1.05 E1: {T_above:.4f}")
print("  same, four disordered samples (site energies within +-t): "
      + ", ".join(f"{x:.3f}" for x in T_disorder))
print("VIA INPUTS")
print(f"  length: {L * 1e9:.0f} nm")
print(f"  side of square hole: {side * 1e9:.0f} nm")
print(f"  tube backscattering length: {lam_tube * 1e9:.0f} nm")
print(f"  metal electron density: {density:.1e} m^-3")
print(f"  metal mean free path: {lam_metal * 1e9:.0f} nm")
print("LONE TUBE IN THE VIA")
print(f"  resistance: {R_tube(L):.1f} ohm")
print(f"  part due to scattering: {R_tube(L) - R_floor:.1f} ohm")
print(f"  resistance, tenfold lambda: {R_tube(L, 10*lam_tube):.1f} ohm")
print("METAL FILL")
print(f"  Fermi wavenumber: {kF * 1e-9:.2f} nm^-1")
print(f"  channels per spin, area formula: {M_metal:.0f}")
print(f"  channels per spin, hard-wall count: {M_count}")
print(f"  ballistic part: {R_metal(0, area):.3f} ohm")
print(f"  resistance: {R_metal(L, area):.2f} ohm")
print(f"  lone tube / metal: {R_tube(L) / R_metal(L, area):.0f}")
print(f"  metal matches ballistic tube at: {L_ballistic*1e9:.0f} nm")
print(f"  random-walk transmission, 5 mfp: {walk_metal:.4f}")
print(f"  interpolation law, 5 mfp: {law_metal:.4f}")
print("DENSE BUNDLE, ALL TUBES METALLIC")
print(f"  pitch: {pitch * 1e9:.1f} nm")
print(f"  area per tube: {cell * 1e18:.2f} nm^2")
print(f"  metal channels per spin in that area: {M_cell:.1f}")
print(f"  tubes in hole (area ratio): {tubes:.1f}")
print(f"  bundle resistance: {R_tube(L) / tubes:.1f} ohm")
print(f"  bundle / metal: {R_tube(L) / R_metal(L, cell):.2f}")
print(f"  crossover length L*: {L_cross * 1e9:.0f} nm")
print("every check passed")
```

Output:

```
CHANNELS PER SPIN NEAR THE FERMI LEVEL (energy 0.05 t)
  tube (5,5): 2
  tube (10,10): 2
  tube (15,15): 2
  tube (9,0): 2
  tube (10,0): 0
TUBE (10,10)
  hopping t: 3.0 eV
  bond length: 0.14 nm
  diameter: 1.34 nm
  temperature: 300 K
  thermal energy kB T: 0.0259 eV
  first subband edge E1: 0.927 eV
  thermal extra channels 8 f(E1): 2.1e-15
  channels per spin at 1.05 E1: 6
  floor h/(4e^2): 6453.2 ohm = 6.45 kiloohm
  resistance from Bloch-state sum: 6453.2 ohm
  floor with six channels: 2151.1 ohm
  Green-function transmission, clean: 2.0000
  same at 1.05 E1: 5.9997
  same, four disordered samples (site energies within +-t): 1.870, 1.459, 1.798, 1.442
VIA INPUTS
  length: 50 nm
  side of square hole: 20 nm
  tube backscattering length: 1000 nm
  metal electron density: 1.0e+29 m^-3
  metal mean free path: 10 nm
LONE TUBE IN THE VIA
  resistance: 6775.9 ohm
  part due to scattering: 322.7 ohm
  resistance, tenfold lambda: 6485.5 ohm
METAL FILL
  Fermi wavenumber: 14.36 nm^-1
  channels per spin, area formula: 6563
  channels per spin, hard-wall count: 6476
  ballistic part: 1.966 ohm
  resistance: 9.34 ohm
  lone tube / metal: 725
  metal matches ballistic tube at: 43743 nm
  random-walk transmission, 5 mfp: 0.2078
  interpolation law, 5 mfp: 0.2105
DENSE BUNDLE, ALL TUBES METALLIC
  pitch: 1.7 nm
  area per tube: 2.50 nm^2
  metal channels per spin in that area: 41.1
  tubes in hole (area ratio): 159.8
  bundle resistance: 42.4 ohm
  bundle / metal: 4.54
  crossover length L*: 359 nm
every check passed
```
